# Adhesion energy of hydrogen-bonded wafers: ideal value and corrections: test program

```python
"""Ideal adhesion energy of two wafers joined by hydrogen bonds.

Result under test: W = n * eps, where
  n   = hydrogen bonds per area of interface, each counted once (1/nm^2)
  eps = energy to break one bond (eV)
  W   = energy to separate unit area of interface (eV/nm^2 or J/m^2).
For n = 4.6 /nm^2 and eps = 0.2 eV, W is near 0.15 J/m^2.
Neglected effects are sized one at a time: uneven gap, temperature,
bonds re-formed on the separated faces, and dispersion attraction.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import norm

# Given data
n = 4.6                  # bonds per nm^2
eps = 0.2                # eV per bond
to_SI = const.e / (const.nano ** 2)   # J/m^2 in one eV/nm^2

# Rough, round parameters for the neglected effects
a = 20.0                 # inverse range of the Morse bond, 1/nm
sigma = 0.03             # standard deviation of the local gap, nm
T = 300.0                # temperature, K
g = 10.0                 # open states per bonded state
v = 0.4                  # share of groups that pair on each separated face
eps_face = 0.1           # energy of one such pair, eV
hamaker = 0.4            # Hamaker constant, eV
gaps = (0.3, 0.5)        # gaps for the dispersion attraction, nm

# Ideal result, and the same quantity through molar units
W = n * eps
W_SI = W * to_SI
mol_per_m2 = n * 1e18 / const.N_A
faraday = const.physical_constants["Faraday constant"][0]
J_per_mol = eps * faraday
assert abs(mol_per_m2 * J_per_mol / W_SI - 1) < 1e-7
assert abs(W_SI - 0.15) < 0.005

# Explicit bonds on a square patch, pulled apart by a common opening
side = 100.0             # nm
count = round(n * side ** 2)


def pulling_work(offsets):
    """Integrate total bond force from mechanical rest to separation."""
    def traction(opening):
        x = np.exp(-a * (opening + offsets))
        return 2 * a * eps * np.sum(x - x ** 2) / side ** 2
    rest = brentq(traction, -0.1, 0.3, xtol=1e-13)
    nodes, weights = np.polynomial.legendre.leggauss(120)
    length = 2.0         # nm; the Morse force is negligible beyond this
    points = rest + length * (nodes + 1) / 2
    return length / 2 * sum(w * traction(p)
                            for w, p in zip(weights, points))


W_pull = pulling_work(np.zeros(count))
assert abs(W_pull / W - 1) < 1e-8

# A different force law with the same well depth: 12-10 bond
r0 = 0.28                # bond length, nm


def force_12_10(r):
    return 60 * eps / r0 * ((r0 / r) ** 11 - (r0 / r) ** 13)


W_12_10 = n * quad(force_12_10, r0, np.inf, epsabs=1e-12)[0]
assert abs(W_12_10 / W - 1) < 1e-7

# Uneven gap: Gaussian spread sampled at equally likely quantiles
quantiles = norm.ppf((np.arange(count) + 0.5) / count)
W_uneven_pull = pulling_work(sigma * quantiles)
W_uneven = W * np.exp(-(a * sigma) ** 2)
# The finite sample slightly misrepresents the Gaussian tail.
assert abs(W_uneven_pull / W_uneven - 1) < 3e-3

# Temperature: reversible work from the free energies of the end states
kT = const.k * T / const.e


def bonded_share(strength):
    return 1 / (1 + g * np.exp(-strength / kT))


W_T = n * kT * np.log((g + np.exp(eps / kT)) / (g + 1))
W_T_integral = n * quad(bonded_share, 0, eps, epsabs=1e-12)[0]
assert abs(W_T_integral / W_T - 1) < 1e-8

# Re-formed bonds: list the pairs on both separated faces
energy_balance = count * eps
for face in range(2):
    pairing_groups = np.arange(round(v * count))
    pairs = pairing_groups.reshape(-1, 2)
    energy_balance -= len(pairs) * eps_face
W_reformed = n * (eps - v * eps_face)
assert abs(energy_balance / side ** 2 / W_reformed - 1) < 1e-10


# Dispersion: sum the r^-6 attraction over two half-spaces
def dispersion_by_volume(gap):
    nodes, weights = np.polynomial.legendre.leggauss(60)
    t = (nodes + 1) / 2
    length = gap * t / (1 - t)
    w = weights / 2 * gap / (1 - t) ** 2
    r = length[:, None, None]
    s = gap + length[None, :, None] + length[None, None, :]
    integrand = 2 * np.pi * r / (r ** 2 + s ** 2) ** 3
    integral = np.einsum("i,j,k,ijk->", w, w, w, integrand)
    return hamaker / np.pi ** 2 * integral


W_disp = [hamaker / (12 * np.pi * gap ** 2) for gap in gaps]
for gap, value in zip(gaps, W_disp):
    assert abs(dispersion_by_volume(gap) / value - 1) < 1e-4


def change(value):
    return 100 * (value / W - 1)


print("IDEAL ADHESION")
print(f"bond density n = {n:.1f} 1/nm^2")
print(f"energy per bond eps = {eps:.2f} eV")
print(f"one eV/nm^2 = {to_SI:.5f} J/m^2")
print(f"adhesion energy W = {W:.3f} eV/nm^2")
print(f"adhesion energy W = {W_SI:.4f} J/m^2")
print(f"energy per exposed face W/2 = {W_SI / 2:.4f} J/m^2")
print(f"if 2n bonds cross the interface: {2 * W_SI:.4f} J/m^2")
print(f"molar check: bonds = {mol_per_m2:.4e} mol/m^2")
print(f"molar check: bond energy = {J_per_mol / 1000:.3f} kJ/mol")
print(f"molar check: product = {mol_per_m2 * J_per_mol:.4f} J/m^2")
print("FORCE INTEGRALS")
print(f"patch side = {side:.0f} nm, number of bonds = {count}")
print(f"Morse bonds: W = {W_pull * to_SI:.4f} J/m^2")
print(f"12-10 bond length r0 = {r0:.2f} nm")
print(f"12-10 bonds: W = {W_12_10 * to_SI:.4f} J/m^2")
print("UNEVEN GAP")
print(f"inverse range a = {a:.0f} 1/nm, spread = {sigma:.2f} nm")
print(f"factor exp(-a^2 sigma^2) = {np.exp(-(a * sigma) ** 2):.4f}")
print(f"W from formula = {W_uneven * to_SI:.4f} J/m^2")
print(f"W from explicit bonds = {W_uneven_pull * to_SI:.4f} J/m^2")
print(f"change from ideal = {change(W_uneven):.1f} %")
print("TEMPERATURE")
print(f"T = {T:.0f} K, kT = {kT:.5f} eV, eps/kT = {eps / kT:.3f}")
print(f"open states per bonded state g = {g:.0f}")
print(f"bonded share in contact = {100 * bonded_share(eps):.2f} %")
print(f"reversible isothermal work = {W_T * to_SI:.4f} J/m^2")
print(f"change from ideal = {change(W_T):.1f} %")
print("RE-FORMED BONDS")
print(f"pairing share v = {v:.1f}, pair energy = {eps_face:.2f} eV")
print(f"energy regained = {n * v * eps_face * to_SI:.4f} J/m^2")
print(f"net W = {W_reformed * to_SI:.4f} J/m^2")
print(f"change from ideal = {change(W_reformed):.1f} %")
print("DISPERSION ATTRACTION")
print(f"Hamaker constant = {hamaker:.2f} eV")
for gap, value in zip(gaps, W_disp):
    print(f"gap {gap:.1f} nm: added energy = {value * to_SI:.4f} J/m^2")
    print(f"gap {gap:.1f} nm: share of ideal W = {100 * value / W:.1f} %")
print("done: every assertion held")
```

Printed output:

```
IDEAL ADHESION
bond density n = 4.6 1/nm^2
energy per bond eps = 0.20 eV
one eV/nm^2 = 0.16022 J/m^2
adhesion energy W = 0.920 eV/nm^2
adhesion energy W = 0.1474 J/m^2
energy per exposed face W/2 = 0.0737 J/m^2
if 2n bonds cross the interface: 0.2948 J/m^2
molar check: bonds = 7.6385e-06 mol/m^2
molar check: bond energy = 19.297 kJ/mol
molar check: product = 0.1474 J/m^2
FORCE INTEGRALS
patch side = 100 nm, number of bonds = 46000
Morse bonds: W = 0.1474 J/m^2
12-10 bond length r0 = 0.28 nm
12-10 bonds: W = 0.1474 J/m^2
UNEVEN GAP
inverse range a = 20 1/nm, spread = 0.03 nm
factor exp(-a^2 sigma^2) = 0.6977
W from formula = 0.1028 J/m^2
W from explicit bonds = 0.1029 J/m^2
change from ideal = -30.2 %
TEMPERATURE
T = 300 K, kT = 0.02585 eV, eps/kT = 7.736
open states per bonded state g = 10
bonded share in contact = 99.57 %
reversible isothermal work = 0.1018 J/m^2
change from ideal = -30.9 %
RE-FORMED BONDS
pairing share v = 0.4, pair energy = 0.10 eV
energy regained = 0.0295 J/m^2
net W = 0.1179 J/m^2
change from ideal = -20.0 %
DISPERSION ATTRACTION
Hamaker constant = 0.40 eV
gap 0.3 nm: added energy = 0.0189 J/m^2
gap 0.3 nm: share of ideal W = 12.8 %
gap 0.5 nm: added energy = 0.0068 J/m^2
gap 0.5 nm: share of ideal W = 4.6 %
done: every assertion held
```
